Centre Density of a Diffusive Plasma Slab with Two-Step Ionization

Q: You say that a plasma slab fed by two-step ionization has a definite centre density. I don't yet see why the source should be βn². Ionization needs one electron and one atom, so why is it not linear in the electron density n?

A: Because the atom being ionized was itself prepared by an electron. Let a vapour of density N_v be excited with rate coefficient k_ex, and let excited atoms, of density n*, be lost at a frequency ν_L that does not depend on n. If excited atoms are lost near where they are made, and the plasma changes slowly compared with 1/ν_L, production balances loss at each point:

k_ex N_v n = ν_L n*, so n* = (k_ex N_v/ν_L) n.

A second electron ionizes the excited atom with coefficient k_st. The ionization rate per volume is

k_st n* n = βn², with β = k_ex k_st N_v/ν_L.

One factor n comes from each collision.

Q: That must fail when electrons also destroy the excited atoms.

A: It does. If k_de is the coefficient for electron de-excitation, the loss frequency becomes ν_L + (k_de + k_st)n, since ionization removes an excited atom too. The quadratic law needs (k_de + k_st)n ≪ ν_L. In the opposite limit n* no longer depends on n, and the source becomes linear. I assume the first regime now and measure the error later.

Q: State the transport problem, then.

A: The slab occupies −a < x < a, so a is the half-width. The plasma is quasineutral, with ambipolar diffusion coefficient D_a. Both D_a and β are uniform, volume recombination is neglected, and the density is zero at the walls. The particle balance is

∂n/∂t = D_a ∂²n/∂x² + βn², n(±a) = 0.

In the steady state, with primes for derivatives in x,

D_a n″ + βn² = 0.

Q: This equation is nonlinear. Do you guess a cosine?

A: No guess is needed, because x does not appear explicitly. Multiply by n′:

D_a n′n″ + βn²n′ = 0.

The first term is the derivative of D_a n′²/2 and the second is the derivative of βn³/3. Their sum is therefore constant across the slab. At the maximum n′ = 0 and n = n₀, which fixes the constant:

(D_a/2) n′² + (β/3) n³ = (β/3) n₀³.

Solving for the slope gives

|n′| = √(2β/(3D_a)) √(n₀³ − n³).

Q: You have called the maximum n₀, but n₀ was to be the centre density. Why should the maximum lie at x = 0?

A: Inside the slab n is positive, so n″ = −βn²/D_a is negative. The profile is concave and has a single maximum. The slope formula gives the same |n′| at the same n on both sides of it, so the density falls from n₀ to zero over the same distance to the left and to the right. The maximum is equally far from both walls, hence at the centre.

Q: Good. Now get the density out.

A: For x > 0 the slope is negative. Put n = n₀u, so that u runs from 1 at the centre to 0 at the wall. Then n′ = n₀ du/dx and √(n₀³ − n³) = n₀^(3/2) √(1 − u³). Dividing by n₀ leaves n₀^(1/2) on the right:

du/dx = −√(2βn₀/(3D_a)) √(1 − u³).

Separate the variables and integrate from centre to wall. The minus sign reverses the limits on u:

a √(2βn₀/(3D_a)) = ∫₀¹ du/√(1 − u³) ≡ I.

Squaring gives 2βn₀a²/(3D_a) = I², and therefore

n₀ = (3/2) I² D_a/(βa²).

Q: The integrand diverges at u = 1. Is I finite?

A: Yes. Near u = 1, 1 − u³ ≈ 3(1 − u), so the integrand grows as (1 − u)^(−1/2), which is integrable. For the value, set t = u³. Then u = t^(1/3), du = (1/3)t^(−2/3) dt, and

I = (1/3) ∫₀¹ t^(−2/3) (1 − t)^(−1/2) dt = (1/3) B(1/3, 1/2) = 1.40218,

where B(p, q) = ∫₀¹ t^(p−1)(1 − t)^(q−1) dt is the beta function, unrelated to the coefficient β. So (3/2)I² = 1.5 × 1.96611 = 2.94917, and

n₀ = 2.95 D_a/(βa²).

Q: I would like that coefficient from a route that does not pass through your first integral.

A: Measure x in units of a and define v = βa²n/D_a. The equation becomes v″ + v² = 0 with v(±1) = 0, and the coefficient is v(0). I replaced the second derivative by finite differences on 401 interior points and solved the nonlinear equations by Newton iteration. The centre value is 2.94916, which differs from the closed form by about 4 parts in a million.

Q: How different is the profile from the familiar cosine?

A: Integrating the separated equation only part of the way gives the profile in implicit form:

|x|/a = (1/I) ∫ du/√(1 − u³), from u = n/n₀ to u = 1.

The density falls to half its centre value at |x| = 0.638a; a cosine does so at 0.667a. The mean follows by averaging u over x:

⟨n⟩/n₀ = (1/I) ∫₀¹ u du/√(1 − u³) = B(2/3, 1/2)/(3I) = 0.615,

where the same substitution t = u³ was used. A cosine has 2/π = 0.637. The quadratic source gives a slightly narrower profile.

At the wall n = 0, and the slope formula gives

|n′(a)| = n₀ √(2βn₀/(3D_a)) = I n₀/a.

The flux to each wall is then I D_a n₀/a. Integrating the steady balance across the slab shows that the two wall fluxes together equal the total ionization, β∫n² dx.

Q: With ordinary one-step ionization, diffusion doesn't fix the density. Why does it do so here?

A: With a linear source νn the steady equation is D_a n″ + νn = 0. Its positive solution is n₀ cos(πx/(2a)), which requires

ν = π²D_a/(4a²) = 2.467 D_a/a².

Multiplying the solution by any constant gives another solution, so n₀ is free. With the quadratic source the ionization frequency per electron is βn, which contains the density. Fixing the frequency then fixes n₀ for a given β.

Q: But your centre frequency is βn₀ = 2.95 D_a/a², not 2.467 D_a/a². Are the two consistent?

A: They are. Let c = cos(πx/(2a)), multiply the steady equation by c, and integrate across the slab. Two integrations by parts move the derivatives onto c; the boundary terms vanish because c and n are both zero at the walls. Since c″ = −π²c/(4a²),

∫ (βn) c n dx = (π²D_a/(4a²)) ∫ c n dx.

So the average of βn, weighted with cn, equals the one-step frequency. The centre value is the maximum of βn and must exceed that average.

Q: Here is what really troubles me. Your formula says that a larger β gives a lower density. Better ionization should give more plasma.

A: The objection exposes what the formula means. At fixed β, the steady profile is a threshold: the state in which ionization just matches diffusion, with n₀ its centre value. Better ionization lowers the threshold. It is not a density to which the plasma settles.

Let n be the steady profile and start from sn, with s a constant. Using D_a n″ = −βn²,

∂(density)/∂t = sD_a n″ + s²βn² = s(s − 1)βn².

For s < 1 the density begins to fall at every interior point; for s > 1 it begins to rise at every interior point. The centre value alone does not decide the outcome for other shapes: a nearly flat start at 0.9n₀ runs away, and a narrow peak of height 1.5n₀ and 1/e half-width 0.3a decays.

Q: That is one special disturbance at one instant. Is there a growing mode?

A: Yes. Add a small disturbance φ to the steady profile and keep first-order terms:

∂φ/∂t = Lφ, Lφ = D_a φ″ + 2βnφ, φ(±a) = 0.

The operator L is self-adjoint, so its largest eigenvalue is at least ∫ψLψ dx/∫ψ² dx for any trial function ψ that vanishes at the walls. Take ψ = n. Then Ln = D_a n″ + 2βn² = βn², and

∫ n Ln dx = β ∫ n³ dx > 0.

At least one disturbance grows. The finite-difference version of L gives a largest growth rate of 2.49 D_a/a². I also integrated the full equation in time from 0.95 and 1.05 times the steady profile. After a time 0.3a²/D_a the centre density had moved to 0.898 and 1.115 times n₀.

Q: Then how can a steady discharge obey your formula at all?

A: Something outside the particle balance must adjust β. In a discharge at fixed power, that can be the electron temperature T_e. Suppose that excitation takes all the power and T_e is uniform. The power per unit area of the slab, counting one face only, is

P = E_ex k_ex(T_e) N_v ∫ n dx,

where E_ex is the excitation energy. If the number of electrons rises, k_ex must fall, so T_e falls and β falls with it.

Q: Falling is not enough. It must fall fast enough.

A: Write the response near the steady state as β/D_a ∝ (∫n dx)^(−κ). A disturbance φ changes ln(β/D_a) by −κ∫φ dx/∫n dx. The resulting change in the balance is n″δD_a + n²δβ. Since n″ = −βn²/D_a, this equals βn² δln(β/D_a). The linearized equation becomes

∂φ/∂t = Lφ − κβn² (∫φ dx)/(∫n dx).

Put φ = n. The right side is (1 − κ)βn², which vanishes at κ = 1. There the steady state has a disturbance that neither grows nor decays. The eigenvalues, computed on a grid of 99 interior points with D_a held fixed, show which side is stable: the largest real part is +0.25 D_a/a² at κ = 0.9 and −0.25 D_a/a² at κ = 1.1.

Q: What is κ for an actual temperature dependence?

A: Use k_ex ∝ exp(−E_ex/T_e) and k_st ∝ exp(−E_st/T_e), with energies and temperatures in eV, and keep ν_L and N_v fixed. Let S = ∫n dx. Fixed power requires

d ln S = −E_ex dT_e/T_e².

The product of the two rates gives d ln β = (E_ex + E_st) dT_e/T_e². For ions much less mobile than electrons, with gas temperature T_g,

D_a = μ_i(T_e + T_g).

The term in T_g is the ions' own diffusion; the term in T_e is the drift in the field that holds the electrons back. Hence d ln D_a = dT_e/(T_e + T_g), and

κ = −d ln(β/D_a)/d ln S = (E_ex + E_st)/E_ex − T_e²/[E_ex(T_e + T_g)].

The first term exceeds 1 because β contains two activated rates while the power contains one.

Q: Put numbers in. I want to see whether the assumptions can hold together.

A: Take a flat low-pressure metal-vapour ultraviolet lamp of the kind that could be used for surface treatment. An inert buffer gas slows the ions, and the metal vapour supplies them; I assume that electrons neither excite nor ionize the buffer. The atom is a model with round parameters. The half-width is 2 cm, the buffer pressure 3 Torr, the vapour pressure 0.007 Torr, the gas temperature 320 K (0.0276 eV), and T_e = 0.9 eV. I choose E_ex = 5 eV, E_st = 5.5 eV and ν_L = 10⁵ s⁻¹ for the escape of trapped radiation.

The ion mobility is 2 cm²/Vs at 760 Torr and 273.15 K. Scaling it inversely with gas density gives

μ_i = 2 × (760/3) × (320/273.15) = 594 cm²/Vs,

D_a = 593.6 × (0.9 + 0.0276) = 551 cm²/s.

The rate coefficients are

k_ex = 10⁻⁷ exp(−5/0.9) = 3.87×10⁻¹⁰ cm³/s,

k_st = 3×10⁻⁷ exp(−5.5/0.9) = 6.65×10⁻¹⁰ cm³/s.

With N_v = 2.11×10¹⁴ cm⁻³ from the ideal-gas law,

β = k_ex k_st N_v/ν_L = 5.43×10⁻¹⁰ cm³/s,

n₀ = 2.949 × 550.6/(5.434×10⁻¹⁰ × 2²) = 7.5×10¹¹ cm⁻³,

or 7.5×10¹⁷ m⁻³. The excited density at the centre is 6.1×10¹¹ cm⁻³, about 0.3% of the vapour, so the vapour is hardly depleted by excitation. Ion transport depletes it more. Ions carry metal to the walls and atoms diffuse back, so the centre vapour density lies below the wall value by (D_a/D_n)n₀, where D_n is the diffusion coefficient of the neutral atoms. For D_n ≈ 34 cm²/s, an estimate for a mercury-like atom in argon, this is about 6%. It raises n₀ by about 6% and is not included below.

Q: And is this state stable?

A: At fixed T_e it is not: the growth time is a²/(2.494D_a) = 2.9 ms. At fixed power,

κ = 10.5/5 − 0.81/(5 × 0.9276) = 1.93,

and the eigenvalue calculation, now including the change of D_a, gives a largest real part of −326 s⁻¹. Disturbances that depend on x alone decay in about 3 ms or less. Excited atoms respond in 1/ν_L = 0.01 ms, so their steady balance is a fair approximation during this motion. The stability statement still assumes that T_e adjusts at once and that excitation takes all the power. It also says nothing about disturbances that vary along the slab. A disturbance φ(x)cos(ky) leaves the total number of electrons unchanged. If T_e is uniform and only the total power is fixed, it meets no feedback and grows at the rate (2.494/a² − k²)D_a, which is positive for wavelengths above about 4a, or 8 cm here. Such disturbances decay if the power per unit area is fixed at each place and T_e responds locally along the slab. Electron heat conduction weakens that response. With a conduction length ℓ they still decay for ℓ ≤ a but grow for ℓ = 2a; a rough estimate for an argon buffer gives ℓ ≈ 1.5 cm here.

The same power relation answers your earlier worry about better ionization. Along the steady states, P varies as k_ex n₀, or as (T_e + T_g)exp(E_st/T_e), with the other inputs fixed. Near 0.9 eV this falls as T_e rises. More power therefore means a denser plasma with slightly cooler electrons. Now improve the ionization at fixed power by raising the prefactor of k_st. Since P varies as (T_e + T_g)/k_st, T_e must fall to keep P unchanged. Then k_ex falls, and n₀ must rise to keep k_ex n₀ unchanged. Doubling that prefactor lowers T_e to 0.79 eV and raises n₀ by a factor of 2.1, and halving ν_L does the same. So at fixed power, more ionization per excited atom does give more plasma. Faster excitation does not. The steady power varies as ν_L(T_e + T_g)/k_st and contains neither k_ex nor N_v, so doubling β through the prefactor of k_ex or through N_v leaves T_e unchanged and halves n₀. These figures rest on excitation taking all the power. For an argon buffer, elastic collisions add roughly a quarter to the excitation loss in this example; the same doubling then lowers T_e to about 0.88 eV and multiplies n₀ by about 0.6, and κ rises to about 2.2.

Q: How much does the density depend on that temperature?

A: Strongly. Raising T_e from 0.90 to 0.95 eV, with everything else fixed, lowers n₀ from 7.5×10¹¹ to 4.3×10¹¹ cm⁻³, a fall of 43%. The third digit of 2.95 is therefore of little use in predicting density unless T_e is known very well. Read in reverse, the relation is forgiving: a rough density determines T_e closely, provided that the rate coefficients are known.

Q: You promised to return to the neglected electron losses. Direct ionization is missing too.

A: Restore both. Let k_dir be the direct ionization coefficient. The steady balance becomes

D_a n″ + k_dir N_v n + k_st k_ex N_v n²/[ν_L + (k_de + k_st)n] = 0.

I take k_dir = 2×10⁻⁸ exp(−10.5/0.9) cm³/s, which gives a direct frequency of 36 s⁻¹ beside βn₀ = 406 s⁻¹. Detailed balance fixes de-excitation. With an excited-to-ground statistical weight ratio of 9,

k_de = k_ex exp(E_ex/T_e)/9 = 1.11×10⁻⁸ cm³/s.

At the centre (k_de + k_st)n₀ = 8.8×10³ s⁻¹, or 9% of ν_L.

I integrated this equation numerically from the centre and adjusted the centre density until the wall condition was met. Relative to the simple formula, direct ionization alone lowers the density by 11%, since less two-step ionization is needed. Electron losses of excited atoms alone raise it by 8%.

Q: The wall density cannot be zero either, if ions leave at a finite speed.

A: Correct. For an estimate, let ions of mass M enter the wall sheath at the Bohm speed u_B = √(eT_e/M), with T_e in volts. This is the entry speed for a sheath without collisions. For M = 200 u this is 6.6×10⁴ cm/s. Equating fluxes gives −D_a n′ = u_B n at the edge, so the profile extrapolates to zero a distance D_a/u_B = 0.0084 cm beyond it. Replacing a by 2.0084 cm multiplies n₀ by (2/2.0084)² = 0.992, a fall of 0.8%. The numerical solution with this wall condition gives the same figure. All three corrections together lower n₀ by 5%, because the two larger ones partly cancel here.

The fluid picture itself is comfortable. The centre Debye length is 8×10⁻⁴ cm, and the ion mean free path estimated from the mobility and thermal speed is 2×10⁻³ cm; both are far below a. At the edge the density is only about 0.6% of n₀, so the Debye length there is about 0.01 cm. That is still far below a, but it exceeds the ion mean free path. Ions therefore collide within the sheath, and the 0.8% wall correction is a rough estimate that also leaves out the sheath's thickness.

Q: One assumption still looks weak. Trapped radiation is absorbed and emitted again, so excitation can travel.

A: That is the largest of the errors of form estimated so far. Take the extreme in which excitation spreads uniformly over the slab, with its total production unchanged. Then n* = k_ex N_v⟨n⟩/ν_L, and the source is k_st n* n = β⟨n⟩n. Its frequency is uniform, so the profile is a cosine and

β⟨n⟩ = π²D_a/(4a²).

For a cosine ⟨n⟩ = 2n₀/π. Therefore

n₀ = (π³/8) D_a/(βa²) = 3.88 D_a/(βa²),

which is 31% above the local result. The density rises because part of the excitation is moved from the centre to regions with fewer electrons. This limit gauges the error; I have not shown it to be a strict bound. It also depends on what ν_L means. Suppose instead that excitation spreads by diffusion, vanishes at the walls, and ν_L is the escape rate of its lowest, cosine mode. In that crude model the coefficient stays between 2.95 and 2.96 for any spreading length.

Q: So how close is your example to a real lamp?

A: A buffer pressure of a few Torr, a vapour pressure of several mTorr, an electron temperature near 1 eV and a density of 10¹¹ to 10¹² cm⁻³ are rough typical values for low-pressure metal-vapour lamps, and the example lies among them. Many such lamps are tubes, for which the slab coefficient does not apply. A real atom also has several excited levels, which I have merged into one. The local excited-atom balance is the assumption that trapped radiation breaks, and the limit above moves the density by 31%. Uncertain rate coefficients or a small error in T_e can move it more. I have left out gas heating, nonuniform T_e and departures from a Maxwellian electron distribution, and have not sized them. The buffer matters too. The chosen mobility is close to that of a 200 u ion in argon, whose 11.5 eV levels can ionize a 10.5 eV atom on collision (Penning ionization), a source linear in n. Maxwellian electrons at 0.9 eV would excite those levels at roughly 400 to 1400 s⁻¹ per electron, against π²D_a/(4a²) = 340 s⁻¹, and a linear source of 200 s⁻¹ already lowers n₀ by 59%. For argon the two-step law therefore needs an electron distribution depleted above 11 eV; a tail temperature of 0.7 eV brings that excitation down to 10 to 30 s⁻¹.

Q: What about ionization in collisions between two excited atoms?

A: It is also left out of the number, but it need not change the law. Such a process has rate k_p n*². In the regime where n* = (k_ex N_v/ν_L)n, this equals k_p(k_ex N_v/ν_L)² n², so it adds to β and leaves the coefficient 2.95 unchanged, as long as these collisions remove excited atoms slowly compared with ν_L. The number can change a good deal. In the example n* ≈ 0.82n, so the addition to β is 0.67k_p, and k_p = 3×10⁻¹⁰ cm³/s would lower n₀ by 27%, provided that the ions so formed reach the walls. Two excited atoms of the model carry 10 eV, less than the 10.5 eV needed to ionize one, so such a rate would have to come from higher levels or from forming a molecular ion. Molecular ions recombine in the volume, and a recombination coefficient of 10⁻⁸ cm³/s would reduce the 27% to about 2%.

Q: Which scaling may I use when I change the lamp?

A: At fixed T_e, gas temperature, vapour density and ν_L, D_a varies inversely with buffer pressure p, so n₀ ∝ 1/(pa²). Doubling the width lowers the required density by a factor of four. That compares steady states at equal T_e; it does not predict what happens at equal power, where T_e will change. It also holds ν_L fixed, whereas trapped radiation escapes more slowly from a wider slab, which raises β and lowers the required density further. The scaling also needs two-step ionization to remain dominant. As the slab widens, the required frequency 2.95D_a/a² falls while the direct frequency k_dir N_v stays put. Once k_dir N_v reaches π²D_a/(4a²), direct ionization alone balances diffusion, and no positive steady density remains for the two-step source to set. In the example this happens at a = 6.1 cm, and doubling a from 2 to 4 cm with direct ionization included already lowers the density by a factor of 6.3 rather than four.
